# Conductivity of a Wide, Short, Undoped Ballistic Graphene Strip

A mode-by-mode calculation of the conductance of a short graphene channel begins with a decision: may the transverse modes that have no propagating wave in the channel be dropped, and if not, how finely must the transverse wavevector be sampled? At the neutrality point every mode with nonzero transverse wavevector is evanescent, so dropping them would remove the conductance of a wide strip. Kept and summed, they give a finite conductance, proportional to the width and inversely proportional to the length, as if the strip had a conductivity \(4e^2/(\pi h)\).

Let the strip occupy \(0<x<L\), \(0<y<W\), with current along \(x\). It is free of scatterers, at zero temperature and in linear response. Electrons do not interact beyond the given potential, and potential steps are sharp compared with \(L\) and with the electron wavelength in the contacts, but smooth on the atomic scale, so that the two valleys do not mix. In one valley and for one spin,
\[
H=\hbar v(-i\sigma_x\partial_x-i\sigma_y\partial_y)+V(x),
\]
with \(V=0\) in the strip and \(V=-U\), \(U>0\), in the graphene under the contacts. The energy is \(E=0\), the Dirac point of the strip. The contacts then have Fermi wavevector \(k_c=U/(\hbar v)\), and infinite doping means \(k_c\to\infty\).

The transverse wavevectors follow from the edges. Take edges formed by a large mass term \(\hbar v\mu\sigma_z\) outside the strip, with \(\mu\to\infty\) before \(k_c\to\infty\). Below the strip the wave decays as \(e^{\mu y}\), and to leading order in \(\mu\) its spinor obeys \((-i\sigma_y+\sigma_z)\psi=0\). Multiplication by \(\sigma_z\), with \(\sigma_z\sigma_y=-i\sigma_x\), gives \(\sigma_x\psi=\psi\) at \(y=0\). Above the strip the decay \(e^{-\mu y}\) reverses the sign of the first term, so \(\sigma_x\psi=-\psi\) at \(y=W\). Try
\[
\psi(x,y)=\chi(x)e^{iqy}+\sigma_x\chi(x)e^{-iqy}.
\]
If \(\chi\) solves the Dirac equation with transverse wavevector \(q\), then \(\sigma_x\chi\) solves it with \(-q\), because \(\sigma_x\sigma_y\sigma_x=-\sigma_y\) while \(\sigma_x\) commutes with the other terms. The lower edge condition holds by construction. The upper one requires
\[
(1+\sigma_x)\psi(x,W)=2\cos(qW)\,(1+\sigma_x)\chi(x)=0 .
\]
The factor \((1+\sigma_x)\chi\) cannot vanish for all \(x\): that would make \(\chi\) an eigenvector of \(\sigma_x\), which the term \(q\sigma_y\) permits only for \(q=0\), and then \(\psi=0\). Hence
\[
q_n=\frac{\pi}{W}\left(n+\tfrac12\right),\qquad n=0,1,2,\ldots
\]
Negative \(q\) adds nothing, since exchanging \(\chi\) and \(\sigma_x\chi\) returns the same \(\psi\). A mass of the opposite sign reverses both edge conditions and leaves \(q_n\) unchanged. As \(V\) depends on \(x\) alone, the modes do not mix.

Inside the strip at \(E=0\) the equation for \(\chi\) is \(-i\sigma_x\chi'+q\sigma_y\chi=0\). Multiplying by \(i\sigma_x\) and using \(\sigma_x\sigma_y=i\sigma_z\),
\[
\chi'=q\sigma_z\chi,\qquad
\chi(L)=\begin{pmatrix}e^{qL}&0\\0&e^{-qL}\end{pmatrix}\chi(0).
\]
One component grows and the other decays. The current along \(x\) is proportional to \(\chi^\dagger\sigma_x\chi=2\,\mathrm{Re}(\chi_1^*\chi_2)\). Either exponential alone carries none. Together they carry a current independent of \(x\), because growth and decay cancel in the product. Evanescent transport needs both, and the second is supplied by the presence of the far contact.

In a contact, a wave with longitudinal wavevector \(p\) obeys \((p\sigma_x+q\sigma_y)\chi=k_c\chi\). With first component 1, the first row gives the second component \(k_c/(p-iq)=(p+iq)/k_c\), since \(p^2+q^2=k_c^2\). Define \(\sin\varphi=q/k_c\). The right-moving wave, \(p=k_c\cos\varphi\), has spinor \((1,e^{i\varphi})\), and the left-moving wave has \((1,-e^{-i\varphi})\). Both carry current of magnitude proportional to \(2\cos\varphi\), the same in both contacts, so the transmission probability is \(T=|t|^2\).

The wavefunction must be continuous at both interfaces. With incoming amplitude 1 and reflection amplitude \(r\),
\[
e^{qL}(1+r)=t,\qquad
e^{-qL}\left(e^{i\varphi}-re^{-i\varphi}\right)=te^{i\varphi}.
\]
The first equation gives \(r=te^{-qL}-1\). Inserted in the second, after multiplication by \(e^{qL}\), it yields
\[
e^{i\varphi}+e^{-i\varphi}=t\left(e^{qL+i\varphi}+e^{-qL-i\varphi}\right),
\qquad
t=\frac{\cos\varphi}{\cosh(qL+i\varphi)} .
\]
Since \(\cosh(a+i\varphi)=\cosh a\cos\varphi+i\sinh a\sin\varphi\), its squared modulus is \(\cosh^2a-\sin^2\varphi=\sinh^2a+\cos^2\varphi\). Therefore
\[
T=\frac{\cos^2\varphi}{\cosh^2(qL)-\sin^2\varphi}
=\frac{1}{1+\sinh^2(qL)/\cos^2\varphi}.
\]
For infinite contact doping at fixed \(q\), \(\varphi\to0\) and
\[
T(q)=\frac{1}{\cosh^2(qL)} .
\]
At finite doping \(T\) never exceeds this value, because \(\cos^2\varphi\le1\), and modes with \(q>k_c\) carry no incoming wave. The sum over modes is thus bounded term by term by a convergent sum, which permits the limit to be taken inside it.

Spin and valley give a factor 4 in the Landauer formula:
\[
G=\frac{4e^2}{h}\sum_{n=0}^{\infty}\frac{1}{\cosh^2(q_nL)} .
\]
For \(W\gg L\) the spacing \(\pi/W\) is small compared with \(1/L\), the scale on which \(T\) varies, and the sum becomes an integral:
\[
\sum_n T(q_n)\to\frac{W}{\pi}\int_0^\infty\frac{dq}{\cosh^2(qL)}
=\frac{W}{\pi L}\Big[\tanh s\Big]_0^\infty=\frac{W}{\pi L},
\]
with \(s=qL\). Hence
\[
\sigma_0\equiv\frac{GL}{W}=\frac{4e^2}{\pi h}.
\]
The velocity has dropped out because at \(E=0\) the decay rate is \(q\) itself. The length has dropped out because the range of \(q\) that transmits shrinks as \(1/L\), which is also how an ohmic conductance falls. The name conductivity refers to this scaling: \(\sigma_0\) is a rescaled two-terminal conductance, and no local relation between current density and field has been assumed. Modes with \(qL<1\) carry the fraction \(\tanh1=0.762\) of the total, so the current is mostly carried by modes whose decay length exceeds the strip length.

The size of \(W/L\) needed can be found without replacing the sum by an integral. Put \(a=\pi L/W\). Because \(T\) is even in \(q\),
\[
\frac{\sigma}{\sigma_0}=\frac a2\sum_{n=-\infty}^{\infty}\frac{1}{\cosh^2[(n+\frac12)a]}
=\frac12\sum_{m=-\infty}^{\infty}(-1)^mF\!\left(\frac{2\pi m}{a}\right),
\]
where the second form is Poisson's summation formula, the half-integer offset gives the sign, and \(F(\omega)=\int_{-\infty}^{\infty}e^{i\omega s}\cosh^{-2}s\,ds\). To find \(F\) for \(\omega>0\), compare the integral along the real axis with that along the line shifted by \(i\pi\). The function \(\cosh^{-2}s\) is unchanged by the shift and the exponential gains \(e^{-\pi\omega}\). Between the lines lies a double pole at \(i\pi/2\), where \(\cosh^{-2}s\approx-(s-i\pi/2)^{-2}\), so the residue is \(-i\omega e^{-\pi\omega/2}\). Thus
\[
(1-e^{-\pi\omega})F=2\pi\omega e^{-\pi\omega/2},\qquad
F(\omega)=\frac{\pi\omega}{\sinh(\pi\omega/2)},\quad F(0)=2 .
\]
Since \(F\) is even, the terms \(\pm m\) are equal, and
\[
\frac{\sigma}{\sigma_0}=1+2\sum_{m=1}^{\infty}(-1)^m\frac{z_m}{\sinh z_m},\qquad z_m=\frac{\pi mW}{L}.
\]
For a wide strip the leading correction is \(-4\pi(W/L)e^{-\pi W/L}\). Direct summation over modes gives \(\sigma/\sigma_0=0.500\), 0.953 and 0.99982 for \(W/L=1\), 2 and 4. These values belong to infinite-mass edges. They also answer the sampling question for a midpoint grid in \(q\) of spacing \(\delta q\), which is the same sum with \(\pi/W\) replaced by \(\delta q\): the relative error is about 5% at \(\delta q\,L=\pi/2\) and 0.02% at \(\delta q\,L=\pi/4\). These errors hold at the Dirac point. At higher energy \(T(q)\) develops resonances and needs a finer grid: at \(|E|=10\,\hbar v/L\) the error is 3% at \(\delta q\,L=\pi/4\) and 0.3% at \(\pi/10\).

The approach to infinite doping is slower, following a power law. For a wide strip, with \(\kappa=k_cL\) and \(\cos^2\varphi=1-s^2/\kappa^2\), expansion of \(T\) to first order in \(1/\kappa^2\) gives
\[
T\approx\frac{1}{\cosh^2s}-\frac{s^2}{\kappa^2}\frac{\sinh^2s}{\cosh^4s}.
\]
The correction to \(\sigma/\sigma_0\) is \(-J/\kappa^2\), with \(J=\int_0^\infty s^2\tanh^2s\,\cosh^{-2}s\,ds\). Since \(\tanh^2s\,\cosh^{-2}s\) is the derivative of \((\tanh^3s-1)/3\), integration by parts leaves
\[
J=\frac23\int_0^\infty s\,(1-\tanh^3s)\,ds,
\qquad
1-\tanh^3s=(1-\tanh s)+\frac{\tanh s}{\cosh^2s}.
\]
For the first part, \(1-\tanh s=2/(e^{2s}+1)\), and with \(y=2s\) the integral is \(\frac12\int_0^\infty y\,dy/(e^y+1)=\pi^2/24\). For the second, \(\tanh s\cosh^{-2}s\) is the derivative of \(-\frac12\cosh^{-2}s\), so integration by parts gives \(\frac12\int_0^\infty\cosh^{-2}s\,ds=\frac12\). Hence
\[
\frac{\sigma}{\sigma_0}=1-\frac{1}{(k_cL)^2}\left(\frac13+\frac{\pi^2}{36}\right)+\ldots
\]

The same transmissions fix the shot noise. The Fano factor, the noise power relative to that of independent charges \(e\) at the same mean current, is \(\sum T(1-T)/\sum T\) at zero temperature. With \(\int_0^\infty\cosh^{-4}s\,ds=\int_0^1(1-w^2)\,dw=\frac23\), where \(w=\tanh s\), it equals \(1-\frac23=\frac13\) for the wide strip. A measured value of one third therefore does not by itself establish that a graphene sample is disordered.

Away from the Dirac point the result changes, and the relevant energy is \(\hbar v/L\). Let \(\varepsilon=E/(\hbar v)\) and keep the contacts infinitely doped. The strip equation becomes \(\chi'=A\chi\) with \(A=q\sigma_z+i\varepsilon\sigma_x\). Since \(A^2=q^2-\varepsilon^2\equiv-k^2\), the transfer matrix is \(C+SA\), with \(C=\cos kL\) and \(S=\sin(kL)/k\). Both are real even when \(k\) is imaginary. The contact spinors are now \((1,1)\) and \((1,-1)\), so the transmitted wave has equal components. The difference and half the sum of the two components at \(x=L\) give
\[
qS+r(C-i\varepsilon S)=0,\qquad t=C+i\varepsilon S+rqS .
\]
Eliminating \(r\), and using \(\varepsilon^2-q^2=k^2\) and \(C^2+k^2S^2=1\),
\[
t=\frac{C^2+(\varepsilon^2-q^2)S^2}{C-i\varepsilon S}=\frac{1}{C-i\varepsilon S},
\qquad
T=\frac{1}{C^2+\varepsilon^2S^2}=\frac{1}{1+(q^2/k^2)\sin^2kL}.
\]
For \(\varepsilon=0\), \(k=iq\) and \(T=1/\cosh^2(qL)\) returns.

In the opposite limit, \(|\varepsilon|L\gg1\), propagating modes dominate. The phase \(\theta=kL\) runs through many periods while \(b=q^2/k^2\) changes little, so \(T\) may be replaced by its average over \(\theta\). With \(\tau=\tan\theta\),
\[
\frac1\pi\int_{-\infty}^{\infty}\frac{d\tau}{1+(1+b)\tau^2}=\frac{1}{\sqrt{1+b}}=\sqrt{1-\frac{q^2}{\varepsilon^2}} .
\]
Integration over \(0<q<|\varepsilon|\) gives \(\pi|\varepsilon|/4\), and therefore, to leading order,
\[
\sigma\approx\frac{4e^2}{h}\frac L\pi\frac{\pi|\varepsilon|}{4}=\frac{e^2}{h}|\varepsilon|L,
\qquad \frac{\sigma}{\sigma_0}\approx\frac{\pi}{4}\frac{|E|L}{\hbar v}.
\]
This grows with \(L\), as it must for ballistic conduction by propagating waves. The value \(\sigma_0\) thus requires \(|E|\ll\hbar v/L\), and at any fixed nonzero energy or temperature a sufficiently long strip leaves that regime.

Consider a channel with \(L=100\) nm, \(W=1000\) nm and \(v=1.0\times10^6\) m/s, whose contacts are doped by \(U=0.30\) eV. The energy scale is \(\hbar v/L=6.58\) meV, so \(k_cL=300/6.582=45.6\), corresponding to a contact carrier density of \(6.6\times10^{12}\) cm\(^{-2}\). The ideal conductivity is \(1.273\,e^2/h=49.3\) µS per square. Then
\[
G=49.33\ \text{µS}\times\frac{1000}{100}=493\ \text{µS},\qquad
\frac1G=2.03\ \text{k}\Omega ,
\]
and 1 mV drives 493 nA. The mode sum is \(W/(\pi L)=3.18\): the conductance equals that of about three fully open modes, each fourfold degenerate.

The finite contact doping lowers \(\sigma\) by \(0.6075/45.58^2=2.9\times10^{-4}\) of its ideal value, in agreement with the full integral, 0.99971. A nearest-neighbour honeycomb lattice calculation, with hopping 3.09 eV, 469 cells along the strip and the same contact shift, provides a test that does not use the Dirac equation. It sums both valleys over a continuous transverse wavevector and gives \(\sigma/\sigma_0=0.9989\). Of the deficit of 0.11%, the finite doping accounts for 0.03%. The remaining 0.08% is a lattice effect. It hardly changes when the strip is lengthened, and it is close to one twelfth of the squared ratio of \(U\) to the hopping. The steps in this calculation are abrupt on the atomic scale, but with current along the armchair direction the two valleys lie at different conserved transverse wavevectors and do not mix.

These parameters are rough typical values for a short channel on hexagonal boron nitride between metal contacts, with the crystals not aligned, so that no substrate-induced gap is considered. One assumption that is easily broken in such a device is neutrality. A uniform residual density of \(10^{10}\) cm\(^{-2}\), a rough value for a clean device, converted by the bulk relation \(n=\varepsilon^2/\pi\), puts the Fermi energy at 11.7 meV, above \(\hbar v/L\), and raises the calculated \(\sigma\) by 37% at zero temperature with infinitely doped contacts. With contacts doped by 0.30 eV the increase is 39% for electrons and 34% for holes. The propagating-wave estimate gives \((\pi/4)(11.67/6.582)=1.39\), close to the computed 1.37. At \(|\varepsilon|L=1.8\) this agreement is partly accidental: propagating modes give 1.24 and evanescent modes 0.12, and at \(|\varepsilon|L=1\) the estimate is 0.79 against a computed 1.11. The bulk relation is itself only approximate here, because the open strip has a finite local density of states at the Dirac point: with a flat potential, raising the Fermi energy to 11.7 meV adds \(1.3\times10^{10}\) cm\(^{-2}\) at the centre and \(1.7\times10^{10}\) cm\(^{-2}\) at \(x=L/4\), and an added \(10^{10}\) cm\(^{-2}\) at the centre corresponds to a rise in \(\sigma\) of 23%. Real residual charge is uneven and may have both signs, so the uniform shift sets a scale and does not predict a particular sample.

At 4 K, where \(k_BT=0.345\) meV, thermal averaging in the neutral strip raises \(\sigma\) by 0.09%. At 300 K, with \(k_BT=25.85\) meV, the ratio is 4.36. The derivation explains this size: weighted with the thermal window \(-\partial f/\partial E\), where \(f\) is the Fermi function, the mean of \(|E|\) is \(2\int_0^\infty f\,dE=2k_BT\ln2=35.84\) meV, and \((\pi/4)(35.84/6.582)=4.28\). At room temperature this neutral channel conducts mainly through thermally accessible propagating waves, and \(4e^2/(\pi h)\) is the wrong number to use for it. Both thermal values keep the contacts infinitely doped and omit phonon scattering; with contacts doped by 0.30 eV the 300 K ratio falls by about 2%. At zero temperature, averaging over the energy window of a 1 mV bias, with the potential in the strip held flat, changes the conductance by 0.02%.

The contacts themselves cause two further errors, of opposite sign. If each metal–graphene interface adds a series resistance of 100 Ω µm, a rough value meant in excess of the mode-counting resistance that the Landauer result already contains, the total for this width is 200 Ω, or 9.9% of the ideal resistance. A conductivity taken from the total resistance would then be 9% too low. Contact doping also leaks into the channel. For an exponential potential tail from each contact, with all other parameters held fixed and zero temperature, \(\sigma/\sigma_0\) is 1.02 for a decay length of 1 nm and 1.24 for 5 nm. One might picture the tail as shortening the neutral region, ending that region where the tail energy equals \(\hbar v\) divided by the region's own length. This estimate gives 1.08 and 1.52, the right direction but more than twice the computed increase, so the picture is a conjecture about the cause and is not reliable for numbers. The dependence on decay length is steep: the same model gives 1.93 for 10 nm. It also depends on the doping: for 5 nm the ratio is 1.12 at \(U=0.1\) eV and 1.35 at 0.6 eV. Actual tails are set by screening, need not be exponential and may be much longer than these. As an illustration, tails falling as \((1+x/\ell)^{-1/2}\) from 0.15 eV at each edge, with \(\ell=1\) nm and the two local densities added, leave 30 meV at the centre and give \(\sigma/\sigma_0=4.4\), or about 1.25 when a uniform gate charge is chosen to minimize it. A 100 nm channel therefore need not reach \(\sigma_0\).

For a device simulation the consequence is specific. When \(k_BT\) and the Fermi energy measured from the Dirac point are both well below \(\hbar v/L\), the width is several times the length (at \(W=L\) infinite-mass edges double the resistance per square, and other edges give other values) and the contact doping decays within one or two percent of \(L\) (an exponential tail with decay length \(0.02L\) adds 5% for the example's contacts), evanescent modes up to a few times \(1/L\) must be retained (a cut at \(3/L\) loses 0.5%), and about 20 kΩ per square, times \(L/W\), belongs to the ideal ballistic strip and should not be assigned to poor contacts or to scattering. At finite density or at room temperature, the energy-dependent transmission must be used instead, together with the actual potential near the contacts. Scattering by disorder, electron interactions beyond the fixed potential, and metals that bond strongly enough to destroy the Dirac cone beneath them lie outside this model. The numerical output lists the main values used here.

## Computed results

```
ideal conductivity 4/pi: 1.27324 e^2/h
from integrated Dirac equation: 1.27324 e^2/h
ideal conductivity: 49.326 uS per square
inverse conductivity: 20.273 kohm per square
Fano factor from integrated modes: 0.33333
share of conductance from qL < 1: 0.7616
finite width, W/L = 1: sigma/ideal = 0.500000
finite width, W/L = 2: sigma/ideal = 0.953241
finite width, W/L = 4: sigma/ideal = 0.999825
finite width, W/L = 10: sigma/ideal = 1.000000
length L: 100 nm
width W: 1000 nm
Dirac velocity: 1.00e+06 m/s
energy scale hbar v/L: 6.582 meV
contact doping shift: 0.30 eV
contact wavevector times L: 45.58
contact carrier density: 6.61e+12 cm^-2
effective mode number W/(pi L): 3.183
conductance: 493.3 uS
resistance: 2.027 kohm
bias: 1.0 mV
current: 493.3 nA
doping correction coefficient: 0.6075
finite contact doping: sigma/ideal = 0.999708
carbon bond length: 0.142 nm
lattice hopping: 3.090 eV
lattice cells along L: 469
lattice calculation: sigma/ideal = 0.998931
thermal energy at 4 K: 0.345 meV
temperature 4 K: sigma/ideal = 1.0009
thermal energy at 300 K: 25.85 meV
temperature 300 K: sigma/ideal = 4.359
residual density: 1.0e+10 cm^-2
residual Fermi energy: 11.67 meV
residual charge: sigma/ideal = 1.3657
bias window: sigma/ideal = 1.00019
interface resistance, each contact: 100 ohm um
added interface resistance: 200 ohm
added / ideal resistance: 0.0987
doping tail 1 nm: sigma/ideal = 1.0212
  shortened-region estimate: 1.0809
doping tail 5 nm: sigma/ideal = 1.2355
  shortened-region estimate: 1.5159
```
